# Two electrons on a sphere: exact state, exchange-correlation energy and kinetic correlation

## Question

I am working on this exercise about density functionals:

> Two electrons are confined to a sphere of radius \(\sqrt3/2\). Show that their exact state is \(1+r_{12}\), with energy 1. Use the uniform density to extract \(E_{xc}\) and \(T_c\).

I take \(r_{12}\) to be the straight-line distance through the sphere, and the numbers to be in atomic units. I am stuck in three places.

First, I treated the surface as locally flat. In a plane \(\nabla^2 r_{12}=1/r_{12}\), so the two kinetic terms cancel the Coulomb singularity. What remains is \(H\Psi=1\), not \(H\Psi=\Psi\).

Second, even if the function is an eigenstate, why is it the ground state?

Third, the density is constant, so the Kohn–Sham orbital is constant and has no kinetic energy. Does \(T_c\) then vanish as well? And how can one total energy give me \(E_{xc}\)?

I would like to see it with \(\hbar\), \(m\) and \(e\) kept, so that I can follow the units.

## Answer

Your flat calculation lacks one term, which comes from the curvature of the sphere. That term turns \(H\Psi=1\) into \(H\Psi=\Psi\), and it does so at one radius.

### The model and its units

Write \(k=e^2/(4\pi\varepsilon_0)\) and \(u=r_{12}=|\mathbf r_1-\mathbf r_2|\). The Hamiltonian is

\[
H=-\frac{\hbar^2}{2m}\left(\nabla_1^2+\nabla_2^2\right)+\frac{k}{u},
\]

where \(\nabla_i^2\) is the Laplacian on the surface of a sphere of radius \(R\). There is no other potential. The natural units are

\[
a_0=\frac{\hbar^2}{mk},\qquad E_h=\frac{k}{a_0},\qquad\text{so that}\qquad \frac{\hbar^2}{m}=k a_0=E_h a_0^2 .
\]

In full, the claim is that \(\Psi=1+u/a_0\) (not normalised) has energy \(E_h\) when \(R=(\sqrt3/2)a_0\).

### The Laplacian of a function of distance

Hold electron 2 fixed and measure the polar angle \(\theta\) of electron 1 from it. Then \(u=2R\sin(\theta/2)\), and for a function \(f(u)\)

\[
\nabla_1^2 f=\frac{1}{R^2}\left(\frac{d^2f}{d\theta^2}+\cot\theta\,\frac{df}{d\theta}\right)
=\frac{1}{R^2}\left[\left(\frac{du}{d\theta}\right)^2f''+\left(\frac{d^2u}{d\theta^2}+\cot\theta\,\frac{du}{d\theta}\right)f'\right].
\]

Primes on \(f\) denote derivatives with respect to \(u\). The three ingredients are

\[
\left(\frac{du}{d\theta}\right)^2=R^2\cos^2\frac\theta2=R^2-\frac{u^2}{4},
\qquad
\frac{d^2u}{d\theta^2}=-\frac R2\sin\frac\theta2=-\frac u4,
\]

\[
\cot\theta\,\frac{du}{d\theta}
=\frac{\cos\theta}{2\sin(\theta/2)\cos(\theta/2)}\,R\cos\frac\theta2
=\frac{R^2\cos\theta}{u}
=\frac{R^2}{u}-\frac u2 .
\]

The last step uses \(\cos\theta=1-2\sin^2(\theta/2)=1-u^2/(2R^2)\). Adding the pieces gives

\[
\nabla_1^2 f=\left(1-\frac{u^2}{4R^2}\right)f''+\left(\frac1u-\frac{3u}{4R^2}\right)f' .
\]

Exchanging the roles of the electrons gives the same expression for \(\nabla_2^2f\). As \(R\to\infty\) at fixed \(u\), it becomes the planar result \(f''+f'/u\). The term \(-3u/(4R^2)\) is the one you were missing.

### Finding the radius

Try \(f=1+\gamma u\), leaving \(\gamma\), \(E\) and \(R\) open. Since \(f''=0\) and \(f'=\gamma\), the two equal kinetic terms give

\[
Hf=-\frac{\hbar^2\gamma}{m}\left(\frac1u-\frac{3u}{4R^2}\right)+\frac ku+k\gamma .
\]

This must equal \(E+E\gamma u\) at every distance, so each power of \(u\) must match:

- The \(1/u\) terms require \(k=\hbar^2\gamma/m\), hence \(\gamma=1/a_0\). This is the cusp condition: the kinetic singularity cancels the Coulomb singularity.
- The constant terms require \(E=k\gamma=k/a_0=E_h\).
- The linear terms require \(3\hbar^2\gamma/(4mR^2)=E\gamma\), hence

\[
R^2=\frac{3\hbar^2}{4mE_h}=\frac34a_0^2,\qquad R=\frac{\sqrt3}{2}a_0 .
\]

Your planar calculation satisfied the first two conditions. The third needs a finite radius.

The kink of \(\Psi\) at \(u=0\) hides no delta function. The flux of \(\nabla_1u\) through a small circle of radius \(\epsilon\) around electron 2 is about \(2\pi\epsilon\), which vanishes with \(\epsilon\). At the opposite pole \(u\) is a smooth function of position. The equation therefore holds on the whole sphere.

In numbers, \(R=45.83\) pm. The local energy \(H\Psi/\Psi\) must be the same at every separation:

- At \(u=26.46\) pm the kinetic part \(-4.3597\) aJ and the Coulomb part \(8.7195\) aJ add to \(4.3597\) aJ, allowing for rounding.
- At \(u=79.38\) pm the parts are \(1.4532\) aJ and \(2.9065\) aJ, and again add to \(4.3597\) aJ.

On a sphere of radius \(a_0\) the same function would give \(3.9964\) aJ and \(3.7058\) aJ at these separations, so there it is not an eigenstate. The negative local kinetic energy at short distance is no contradiction: it is the average over the state that cannot be negative.

### Why it is the ground state

The reason is that \(\Psi\) is positive everywhere. Any spatial function \(\Phi(\mathbf r_1,\mathbf r_2)\) can then be written as \(\Phi=g\Psi\). Take \(\Phi\) real and bounded; since \(H\) is real, the real and imaginary parts of a complex function can be treated separately, and other functions of finite energy follow as limits. For each electron

\[
|\nabla_i\Phi|^2=\Psi^2|\nabla_i g|^2+\nabla_i(g^2)\cdot\Psi\nabla_i\Psi+g^2|\nabla_i\Psi|^2 .
\]

Integrate the middle term by parts. The sphere has no edge, and the small circle around \(u=0\) contributes nothing, by the flux argument above. So

\[
\int\nabla_i(g^2)\cdot\Psi\nabla_i\Psi=-\int g^2\left(|\nabla_i\Psi|^2+\Psi\nabla_i^2\Psi\right).
\]

The terms with \(|\nabla_i\Psi|^2\) cancel, leaving

\[
\int|\nabla_i\Phi|^2=\int\Psi^2|\nabla_i g|^2-\int g^2\Psi\nabla_i^2\Psi .
\]

Multiply by \(\hbar^2/2m\), sum over both electrons, and use the eigenvalue equation in the form \(-(\hbar^2/2m)\sum_i\nabla_i^2\Psi=(E_h-k/u)\Psi\). The repulsion energy of \(\Phi\) cancels the \(-k/u\), and

\[
\langle\Phi|H-E_h|\Phi\rangle=\frac{\hbar^2}{2m}\int\Psi^2\left(|\nabla_1g|^2+|\nabla_2g|^2\right)\ge0 .
\]

Equality requires a constant \(g\), so \(\Psi\) is the unique spatial ground state. It is symmetric under exchange of the electrons, so the spin state must be the antisymmetric one, the singlet. Triplet spatial functions are antisymmetric; for them \(g\) cannot be a nonzero constant, and their energy is above \(E_h\).

As an illustration, take \(\Phi=1+0.7\,z_1/R-0.4\,(z_2/R)\,u/a_0\), where \(z_i\) is the height of electron \(i\) along a fixed axis through the centre. It singles out that axis and is not symmetric under exchange. Its mean energy is \(6.1459\) aJ, above \(4.3597\) aJ.

### The density is uniform, but the electrons are correlated

The density is

\[
n(\mathbf r_1)=2\,\frac{\int\Psi^2\,dA_2}{\iint\Psi^2\,dA_1dA_2}.
\]

The integrand depends on the distance alone. Rotating the sphere moves \(\mathbf r_1\) anywhere without changing the inner integral, so \(n\) is constant. Two electrons on the area \(4\pi R^2=3\pi a_0^2\) give

\[
n=\frac{2}{4\pi R^2}=\frac{2}{3\pi a_0^2}=\frac{2}{0.026392\ \text{nm}^2}=75.78\ \text{nm}^{-2}.
\]

A uniform density says where one electron is likely to be. It does not say where the second is, given the first. That is governed by \(\Psi^2\), which is larger at opposite poles than at contact by the factor \((1+\sqrt3)^2\approx7.5\). This is why \(T_c\) need not vanish.

### From one total energy to \(E_{xc}\)

Define the functionals by constrained searches over two-electron states with density \(n\):

\[
F[n]=\min_{\Phi\to n}\langle T+V_{ee}\rangle,\qquad
T_s[n]=\min_{\Phi\to n}\langle T\rangle,\qquad
F=T_s+U+E_{xc}.
\]

Here \(V_{ee}=k/u\), and \(U\) is the Hartree energy. Each term can now be found.

**The value of \(F\).** With no external potential, \(H=T+V_{ee}\). The state \(\Psi\) minimises its expectation value over all states, so it also does so over the smaller set with density \(n\). Hence \(F[n]=E_h\). Adding a constant \(c\) to the potential would raise the total energy by \(2c\), but the external energy would rise by the same \(2c\), leaving \(F\) unchanged.

**The value of \(T_s\).** Put both electrons, with opposite spins, in the constant orbital \(1/\sqrt{4\pi R^2}\). This gives the required density and zero kinetic energy. Since kinetic energy cannot be negative, \(T_s=0\).

**The value of \(U\).** For two independent, uniformly distributed points, the probability of an angle between \(\theta\) and \(\theta+d\theta\) is \(\tfrac12\sin\theta\,d\theta\). From \(u=2R\sin(\theta/2)\) we have \(u\,du=R^2\sin\theta\,d\theta\), so the distribution of distances is

\[
p(u)\,du=\frac{u\,du}{2R^2},\qquad 0\le u\le2R .
\]

Averages with this distribution are written \(\langle\cdots\rangle_0\). In particular

\[
\left\langle\frac1u\right\rangle_0=\int_0^{2R}\frac{du}{2R^2}=\frac1R .
\]

The Hartree energy is half the repulsion of the whole density, of two electrons, with itself:

\[
U=\frac12\iint\frac{k\,n^2}{u}\,dA_1dA_2=\frac12\,(2)^2\,\frac kR=\frac{2k}{R}=\frac{4}{\sqrt3}E_h .
\]

**The result.** Subtracting,

\[
E_{xc}=F-T_s-U=\left(1-\frac4{\sqrt3}\right)E_h .
\]

Numerically, \(E_{xc}=4.3597-10.0684=-5.7087\) aJ, or \(-1.3094\,E_h\).

To split this, note that exchange is the repulsion in the Kohn–Sham determinant minus \(U\). In that determinant the electrons are independent and uniform, so

\[
E_x=\frac kR-\frac{2k}{R}=-\frac kR=-\frac{2}{\sqrt3}E_h=-5.0342\ \text{aJ}.
\]

Thus \(E_x=-U/2\): for two electrons in one orbital, exchange removes the self-repulsion contained in \(U\). The remainder is correlation,

\[
E_c=E_{xc}-E_x=\left(1-\frac2{\sqrt3}\right)E_h=-5.7087+5.0342=-0.6745\ \text{aJ}.
\]

### The kinetic part \(T_c\)

By definition \(T_c=T-T_s\), where \(T\) is the kinetic energy of the interacting state. With \(T_s=0\), all of \(T\) is correlation. For either electron

\[
|\nabla_i\Psi|^2=\frac1{a_0^2}\,\frac1{R^2}\left(\frac{du}{d\theta}\right)^2=\frac1{a_0^2}\left(1-\frac{u^2}{4R^2}\right).
\]

The two electrons contribute equally, which cancels the 2 in \(\hbar^2/2m\):

\[
T_c=\frac{\hbar^2}{ma_0^2}\,\frac{\langle1-u^2/4R^2\rangle_0}{\langle\Psi^2\rangle_0}
=E_h\,\frac{\langle1-u^2/4R^2\rangle_0}{\langle\Psi^2\rangle_0}.
\]

Two averages are needed:

\[
\langle u\rangle_0=\frac{(2R)^3}{6R^2}=\frac{4R}{3}=\frac{2}{\sqrt3}a_0,\qquad
\langle u^2\rangle_0=\frac{(2R)^4}{8R^2}=2R^2=\frac32a_0^2 .
\]

The numerator is therefore \(1-\tfrac12=\tfrac12\), and the denominator is

\[
\langle\Psi^2\rangle_0=1+\frac{2\langle u\rangle_0}{a_0}+\frac{\langle u^2\rangle_0}{a_0^2}
=\frac52+\frac4{\sqrt3}=4.8094 .
\]

Multiplying numerator and denominator by 2, and then by 3, gives

\[
T_c=\frac{E_h}{5+8/\sqrt3}=\frac{3}{15+8\sqrt3}\,E_h .
\]

Numerically, \(T_c=4.35974/(2\times4.80940)=0.4533\) aJ, or \(0.10396\,E_h\).

So \(T_c\) is positive although \(T_s\) is zero. To keep apart, the electrons need a wave function that varies with their distance, and that variation costs kinetic energy. The cost is repaid by lower repulsion. In the interacting state \(\langle V_{ee}\rangle=E_h-T_c=3.9065\) aJ, against \(k/R=5.0342\) aJ for independent electrons. The change is \(-1.1277\) aJ, and adding \(T_c\) gives \(-1.1277+0.4533=-0.6744\) aJ. This is \(E_c\), up to rounding in the last digit.

### A second route, which shows where \(T_c\) enters

Replace the repulsion by \(\lambda k/u\), with \(\lambda\) running from 0 to 1. The ground state still depends on \(u\) alone, for the following reason. The reduced Laplacian shows that \(H\) maps functions of \(u\) into functions of \(u\), which gives a second-order ordinary differential equation on \(0\le u\le2R\). Let \(f\) be its lowest solution. The function \(|f|\) has the same mean energy, so it is also a lowest solution. If \(f\) changed sign inside the interval, \(|f|\) would have a kink there, which the equation does not allow; and a solution that vanished together with its slope would vanish everywhere. At the end points the regular solution is a power series whose leading term is a nonzero constant. So \(f\) can be taken positive everywhere, and the argument \(\Phi=g\Psi\) above applies unchanged with \(f\) in place of \(\Psi\). The ground state is therefore nondegenerate and rotation invariant for every \(\lambda\) and every \(R\), and the density remains uniform without any adjusting potential. If \(E_\lambda\) is the ground energy, the Hellmann–Feynman theorem gives \(dE_\lambda/d\lambda=\langle k/u\rangle_\lambda\). With \(E_0=0\) and \(E_1=E_h\),

\[
E_{xc}=E_1-E_0-U=\int_0^1\left(\langle k/u\rangle_\lambda-U\right)d\lambda .
\]

At \(\lambda=0\) the integrand is \(E_x=-5.0342\) aJ. At \(\lambda=1\) it is \(\langle V_{ee}\rangle-U=E_{xc}-T_c=-6.1619\) aJ. Using the full-strength repulsion alone would therefore miss \(T_c\); the integral over \(\lambda\) puts it back.

The numerical check diagonalises \(H\) in Legendre polynomials of \(\cos\theta\), without assuming the form \(1+u/a_0\). Its coupling integral gives \(-5.70865\) aJ, which agrees with the closed formula to the digits shown.

### What changes at other radii

By the positivity argument of the previous section, the density is uniform at every radius, and \(T_s=0\) and \(U=2k/R\) continue to hold. So \(E_{xc}=E(R)-2k/R\) in general, but \(E(R)\) must then be found from a different wave function. The two limits are simple:

- **Small sphere.** Kinetic excitation energies grow as \(1/R^2\), while the repulsion grows as \(1/R\). The wave function becomes constant, \(E\to k/R\) to leading order, and \(E_{xc}\to-k/R\), which is pure exchange.
- **Large sphere.** The electrons settle near opposite poles, at distance \(2R\). If each spreads over a width \(w\), the kinetic cost scales as \(\hbar^2/(mw^2)\) and the extra repulsion as \(kw^2/R^3\). Balancing them gives a correction of order \(R^{-3/2}\), which is small compared with \(k/R\). So \(E\to k/(2R)\) and \(E_{xc}\to-\tfrac32k/R\).

At your radius \(E_{xc}=(R/a_0-2)\,k/R=-1.134\,k/R\), between the two limits and closer to the exchange one.

These values belong to two electrons on this sphere. They are not the exchange-correlation energy of a flat, infinite electron gas with the same density: the curvature and the electron number both entered the derivation.

## Values computed for the example and the checks

```
Bohr radius a0: 52.9177 pm
Hartree energy unit E_h: 4.35974 aJ
Sphere radius R: 45.8281 pm
Largest distance 2R: 91.6562 pm
Sphere area: 0.026392 nm^2
Uniform density n: 75.780 nm^-2
Separation r12: 26.4589 pm
  local kinetic energy: -4.3597 aJ
  Coulomb energy: 8.7195 aJ
  sum: 4.3597 aJ
  sum if instead R = a0: 3.9964 aJ
Separation r12: 79.3766 pm
  local kinetic energy: 1.4532 aJ
  Coulomb energy: 2.9065 aJ
  sum: 4.3597 aJ
  sum if instead R = a0: 3.7058 aJ
Energy of unsymmetric trial state: 6.1459 aJ
Density / uniform value at polar angle 0.0 rad: 1.00000
Density / uniform value at polar angle 0.8 rad: 1.00000
Density / uniform value at polar angle 1.9 rad: 1.00000
Mean of Psi^2 over uniform pairs: 4.80940
Total energy E: 4.35974 aJ
Hartree energy U: 10.06840 aJ
Exchange energy Ex: -5.03420 aJ
Correlation energy Ec: -0.67445 aJ
Exchange-correlation energy Exc: -5.70865 aJ
Kinetic correlation energy Tc: 0.45325 aJ
Potential part of correlation Ec - Tc: -1.12771 aJ
Electron repulsion <k/r12>: 3.90649 aJ
Exc converted: -1.309401 E_h
Ec converted: -0.154701 E_h
Tc converted: 0.103963 E_h
Legendre diagonalization, highest l: 160
  energy: 4.35975 aJ
  kinetic energy: 0.45326 aJ
  squared overlap with 1 + r12/a0: 1.00000000
Coupling integrand at lambda = 0: -5.03420 aJ
Coupling integrand at lambda = 1: -6.16190 aJ
Exc from coupling integral: -5.70865 aJ
```
